# The Fermi Hole of a Slater Determinant

Suppose that one electron of a BH molecule is found at the midpoint of the bond, with spin up. Where are the other spin-up electrons? In Hartree–Fock theory the wavefunction is a single determinant, with no factor that depends explicitly on the distance between electrons. Yet antisymmetry alone makes the density of the other spin-up electrons vanish at the place where the first was found. The difference between this conditional density and the ordinary spin-up density is the Fermi hole. It contains the removal of the found electron itself as well as the effect of antisymmetry, and the one-particle density matrix determines it.

## Setting and definitions

Atomic units are used in the algebra. Write $x=(\mathbf r,\sigma)$ for position and spin, and let $\int dx$ mean $\sum_\sigma\int d^3r$. Let $\varphi_1,\dots,\varphi_N$, with $N\ge 2$, be orthonormal spin-orbitals, continuous in position so that values at a point have a meaning. The state is

$$\Psi(x_1,\dots,x_N)=\frac{1}{\sqrt{N!}}\sum_P \epsilon_P\,\varphi_{P(1)}(x_1)\cdots\varphi_{P(N)}(x_N),$$

where $P$ runs over the permutations of $1,\dots,N$ and $\epsilon_P=\pm1$ is the sign of $P$. The orbitals need not solve the Hartree–Fock equations; the determinantal form is enough. Define

$$\gamma(x,x')=\sum_{i=1}^N\varphi_i(x)\varphi_i^*(x'),\qquad \rho(x)=\gamma(x,x),$$

$$\rho_2(x_1,x_2)=N(N-1)\int|\Psi|^2\,dx_3\cdots dx_N .$$

The pair density $\rho_2$ counts ordered pairs of distinct electrons. Hence $\rho_2(x_1,x_2)/\rho(x_1)$ is the density of the other electrons at $x_2$ when one electron is known to be at $x_1$. The hole is the difference between this conditional density and the ordinary density:

$$h(x_1,x_2)=\frac{\rho_2(x_1,x_2)}{\rho(x_1)}-\rho(x_2),\qquad \rho(x_1)>0 .$$

Where $\rho(x_1)=0$ no electron can be found, and $h$ is left undefined.

## Theorem

For the determinant $\Psi$ and every $x_1$ with $\rho(x_1)>0$,

$$h(x_1,x_2)=-\frac{|\gamma(x_1,x_2)|^2}{\rho(x_1)}, \tag{1}$$

and consequently

- (a) $-\rho(x_2)\le h(x_1,x_2)\le 0$;
- (b) $\int h(x_1,x_2)\,dx_2=-1$;
- (c) $h(x_1,x_1)=-\rho(x_1)$.

## Lemma 1: the pair density

*For the determinant,*

$$\rho_2(x_1,x_2)=\rho(x_1)\rho(x_2)-|\gamma(x_1,x_2)|^2 \tag{2}$$

$$\phantom{\rho_2(x_1,x_2)}=\tfrac12\sum_{i,j}\left|\varphi_i(x_1)\varphi_j(x_2)-\varphi_j(x_1)\varphi_i(x_2)\right|^2. \tag{3}$$

*Proof.* Insert $\Psi$ and $\Psi^*$ as sums over permutations $P$ and $Q$. Integration over $x_k$ for $k\ge3$ gives $\delta_{P(k)Q(k)}$, by orthonormality. So $Q$ must agree with $P$ in places $3,\dots,N$. Two choices remain: $Q=P$, with sign product $+1$, or $Q$ equal to $P$ with its first two entries exchanged, with sign product $-1$.

Put $P(1)=i$ and $P(2)=j\ne i$. Each ordered pair $(i,j)$ occurs in $(N-2)!$ permutations, and the total prefactor is $N(N-1)(N-2)!/N!=1$. Therefore

$$\rho_2(x_1,x_2)=\sum_{i\ne j}\Big[|\varphi_i(x_1)|^2|\varphi_j(x_2)|^2-\varphi_i(x_1)\varphi_j^*(x_1)\varphi_j(x_2)\varphi_i^*(x_2)\Big].$$

For $i=j$ the bracket is zero, so the restriction $i\ne j$ can be dropped. The first term then sums to $\rho(x_1)\rho(x_2)$. The second factorizes:

$$\sum_i\varphi_i(x_1)\varphi_i^*(x_2)\sum_j\varphi_j(x_2)\varphi_j^*(x_1)=\gamma(x_1,x_2)\gamma(x_2,x_1)=|\gamma(x_1,x_2)|^2,$$

because $\gamma(x_2,x_1)=\gamma(x_1,x_2)^*$. This is (2).

Now expand the square in (3). Its two direct terms each sum to $\rho(x_1)\rho(x_2)$, and its two cross terms each sum to $-|\gamma(x_1,x_2)|^2$. The factor $\tfrac12$ returns (2). ∎

## Lemma 2: idempotency

*For the determinant,* $\int\gamma(x_1,x_2)\gamma(x_2,x_3)\,dx_2=\gamma(x_1,x_3)$.

*Proof.* The left side is

$$\sum_{i,j}\varphi_i(x_1)\left[\int\varphi_i^*(x_2)\varphi_j(x_2)\,dx_2\right]\varphi_j^*(x_3)=\sum_i\varphi_i(x_1)\varphi_i^*(x_3),$$

since the bracket is $\delta_{ij}$. ∎

## Proof of the theorem

Divide (2) by $\rho(x_1)$ and subtract $\rho(x_2)$. The product of densities cancels and (1) remains.

(a) The numerator $|\gamma|^2$ is nonnegative and $\rho(x_1)$ is positive, so $h\le0$. By (3), $\rho_2\ge0$, so $h+\rho(x_2)=\rho_2/\rho(x_1)\ge0$. The hole cannot remove more density than is present.

(b) Set $x_3=x_1$ in Lemma 2:

$$\int|\gamma(x_1,x_2)|^2dx_2=\int\gamma(x_1,x_2)\gamma(x_2,x_1)\,dx_2=\gamma(x_1,x_1)=\rho(x_1).$$

Division by $-\rho(x_1)$ gives $-1$.

(c) Since $\gamma(x_1,x_1)=\rho(x_1)$, equation (1) gives $h(x_1,x_1)=-\rho(x_1)^2/\rho(x_1)=-\rho(x_1)$. ∎

The sum rule is a statement about counting: $\rho$ integrates to $N$, but once one electron has been located only $N-1$ others remain.

**Remark 1 (the hole as an orbital density).** Define

$$\chi_{x_1}(x_2)=\sum_i c_i\,\varphi_i(x_2),\qquad c_i=\frac{\varphi_i^*(x_1)}{\sqrt{\rho(x_1)}},\qquad \sum_i|c_i|^2=1 .$$

Then $\chi_{x_1}(x_2)=\gamma(x_2,x_1)/\sqrt{\rho(x_1)}$, and (1) reads $h(x_1,x_2)=-|\chi_{x_1}(x_2)|^2$. The hole is minus the density of one normalized occupied orbital, whose composition depends on where the first electron is. The weights $|c_i|^2=|\varphi_i(x_1)|^2/\rho(x_1)$ are called orbital shares below.

## Corollary: what "same spin" means

Let each spin-orbital be purely up or purely down, as in restricted and ordinary unrestricted Hartree–Fock. A product $\varphi_i(\mathbf r_1\sigma_1)\varphi_i^*(\mathbf r_2\sigma_2)$ then vanishes for $\sigma_1\ne\sigma_2$, so $\gamma$ has two separate blocks $\gamma_\uparrow$ and $\gamma_\downarrow$. Opposite spins have no hole. For equal spins,

$$h_\sigma(\mathbf r_1,\mathbf r_2)=-\frac{|\gamma_\sigma(\mathbf r_1,\mathbf r_2)|^2}{\rho_\sigma(\mathbf r_1)},\quad \int h_\sigma\,d^3r_2=-1,\quad h_\sigma(\mathbf r_1,\mathbf r_1)=-\rho_\sigma(\mathbf r_1).$$

At coalescence the same-spin density is cancelled, but the total density is not. With $n=\rho_\uparrow+\rho_\downarrow$, summing (2) over both spins gives the pair density $n(\mathbf r_1)n(\mathbf r_2)-\sum_\sigma|\gamma_\sigma(\mathbf r_1,\mathbf r_2)|^2$. The spin-summed hole at coalescence is therefore

$$-\frac{\rho_\uparrow^2+\rho_\downarrow^2}{n},$$

which is $-n/2$ for a closed shell. The density of opposite-spin electrons is left untouched, because a determinant of pure-spin orbitals contains no correlation between them.

**Remark 2 (spin-mixing orbitals).** If the orbitals mix up and down, the theorem still holds in $x$, but (b) needs both spins of electron 2. The same-spin part alone can then fall short of $-1$. As an illustration, take three electrons in randomly chosen orthonormal spin-orbitals on four sites, with sums over sites in place of integrals. For an up electron on one chosen site, summing $|\Psi|^2$ explicitly gives $-0.724$ from spin up and $-0.276$ from spin down.

**Remark 3 (beyond one determinant).** Any antisymmetric state has $\rho_2(x,x)=0$ and $\int\rho_2\,dx_2=(N-1)\rho(x_1)$. Its true hole therefore still obeys (b) and (c). Equation (1) and the sign in (a) can fail.

Consider six single-state cells and the three-electron state $(|123\rangle+|456\rangle)/\sqrt2$. Each cell has density $\tfrac12$. If an electron is in cell 1, the others are in cells 2 and 3 with certainty, so the hole is $1-\tfrac12=+\tfrac12$ there. In cells 1, 4, 5 and 6 it is $-\tfrac12$. The sum is $2(\tfrac12)-4(\tfrac12)=-1$.

The two determinants differ in three orbitals, so a one-particle operator does not connect them, and $\gamma$ is diagonal with entries $\tfrac12$. The expression $-|\gamma|^2/\rho$ then sums to $-(\tfrac12)^2/\tfrac12=-\tfrac12$. Both lemmas fail for this state. Lemma 1 fails: for cells 1 and 2 the pair density is $\tfrac12$, whereas (2) would give $\tfrac12\cdot\tfrac12-0=\tfrac14$; this is why (1) and the sign in (a) are lost. Lemma 2 fails because this density matrix is not idempotent; this is why $-|\gamma|^2/\rho$ does not sum to $-1$.

## Proposition: how the hole fills

*Let the occupied orbitals of one spin be real and smooth near $\mathbf r_1$, and let $\mathbf r_2=\mathbf r_1+s\mathbf u$ with $\mathbf u$ a unit vector. The conditional same-spin density is*

$$\rho_\sigma(\mathbf r_2)+h_\sigma(\mathbf r_1,\mathbf r_2)=C s^2+O(s^3),\qquad C=\frac{1}{\rho_\sigma(\mathbf r_1)}\sum_{i<j}(\varphi_i\,\partial\varphi_j-\varphi_j\,\partial\varphi_i)^2, \tag{4}$$

*with $\partial=\mathbf u\cdot\nabla$ and all functions taken at $\mathbf r_1$.*

*Proof.* The left side is the same-spin pair density divided by $\rho_\sigma(\mathbf r_1)$. In (3), the terms $(i,j)$ and $(j,i)$ are equal, which turns $\tfrac12\sum_{i,j}$ into $\sum_{i<j}$. Insert $\varphi_j(\mathbf r_2)=\varphi_j+s\,\partial\varphi_j+O(s^2)$:

$$\varphi_i\varphi_j(\mathbf r_2)-\varphi_j\varphi_i(\mathbf r_2)=s(\varphi_i\partial\varphi_j-\varphi_j\partial\varphi_i)+O(s^2).$$

Squaring, summing and dividing gives (4). ∎

The coefficient can vanish. On the axis of a linear molecule with only $\sigma$ orbitals occupied, each orbital is even in a displacement perpendicular to the axis. Then $\partial\varphi_i=0$ and the first change is $\tfrac12s^2\partial^2\varphi_i$. The amplitudes in (3) start at $s^2$, and the conditional density starts in general at $s^4$.

## The hole and the exchange energy

For a determinant the mean electron repulsion is $\tfrac12\iint\rho_2/r_{12}$. Substituting $\rho_2=\rho(x_1)\rho(x_2)+\rho(x_1)h(x_1,x_2)$ separates the classical repulsion of the density with itself from

$$E_x=\frac12\iint\frac{\rho(x_1)h(x_1,x_2)}{r_{12}}dx_1dx_2=\int\rho(x_1)\,e(x_1)\,dx_1,\qquad e(x_1)=\frac12\int\frac{h(x_1,x_2)}{r_{12}}dx_2 .$$

This is the Hartree–Fock exchange energy: by (1), $\rho(x_1)h(x_1,x_2)=-|\gamma(x_1,x_2)|^2$. The double sum over orbitals in $|\gamma|^2$ includes the terms $i=j$; they cancel the repulsion of each orbital with itself that the classical term contains. Since $h\le0$, both $e$ and $E_x$ are negative. Exchange is thus half the electrostatic interaction of each electron with its own hole, weighted by the density and so summed over all $N$ electrons.

## Worked example: BH

The example uses restricted Hartree–Fock in the cc-pVTZ basis, at the bond length of lowest energy at this level, 1.222 Å. Each spin occupies three orbitals, $1\sigma$, $2\sigma$ and $3\sigma$. Boron is at $z=0$ and hydrogen at $z=1.222$ Å. Integrals over the hole were evaluated on an atom-centred grid, and those containing $1/r_{12}$ analytically in the basis functions. The width is the root-mean-square distance from the centroid of the hole.

| Electron at $z$ (Å) | $\rho_\sigma$ (Å⁻³) | Centroid $z$ (Å) | Width (Å) | $e$ (eV) |
|---|---|---|---|---|
| 0 (B) | 232.7 | −0.003 | 0.278 | −64.5 |
| −0.800 | 0.302 | −0.457 | 1.175 | −9.3 |
| 0.611 | 0.650 | 0.925 | 0.873 | −12.0 |
| 1.222 (H) | 1.413 | 0.895 | 0.937 | −12.5 |
| −4.000 | 0.0000106 | −0.354 | 1.235 | −2.0 |

The depth at coalescence, $-\rho_\sigma(\mathbf r_1)$, changes by seven orders of magnitude down the table, while the integral stays at $-1$. At the bond midpoint the shares of $1\sigma$, $2\sigma$ and $3\sigma$ are 0.0103, 0.8315 and 0.1582. By Remark 1 the integral is minus their sum:

$$-(0.0103+0.8315+0.1582)=-1.0000 .$$

At the boron nucleus the $1\sigma$ share is 0.963, and the hole is compact. When the electron moves from the midpoint to the hydrogen nucleus, a distance of 0.611 Å, the centroid shifts by only $0.925-0.895=0.030$ Å. Over this stretch the centroid of the hole stays in the bond region and does not follow the electron; between the bond, the boron core and the far side of boron it moves by much more, as the table shows.

At $z=-4$ Å the $3\sigma$ share is 0.997. The hole is then nearly $-|\varphi_{3\sigma}|^2$ and stays on the molecule, about 3.6 Å from the electron. The densities in the table are not converged with respect to the basis. At the same geometry, cc-pVQZ and a large uncontracted basis give $1.6\times10^{-5}$ and $1.8\times10^{-5}$ Å⁻³ at $z=-4$ Å, where the Gaussian tails matter; 237 and 241 Å⁻³ at boron and 1.49 and 1.58 Å⁻³ at hydrogen, where Gaussians lack the nuclear cusp; and 0.657 Å⁻³ at the midpoint. Centroids and widths move by less than 0.01 Å, except the far centroid (0.02 Å); the quoted shares move by about 0.003 at most, and $e$ by about 0.02 eV.

Now fix one electron at the midpoint and move the second by $s$ towards hydrogen. The last column is the conditional density, computed from the explicit three-electron determinant of one spin by integrating over the third electron; densities are in Å⁻³.

| $s$ (Å) | $\rho_\sigma(\mathbf r_2)$ | $h_\sigma$ | Conditional |
|---|---|---|---|
| 0 | 0.6504 | −0.6504 | 0.0000 |
| 0.1 | 0.6881 | −0.6857 | 0.0024 |
| 0.4 | 0.9704 | −0.9549 | 0.0155 |
| 0.6 | 1.4208 | −1.3855 | 0.0353 |
| 1.5 | 0.0322 | −0.0293 | 0.0029 |

At $s=0.6$ Å the arithmetic is $1.4208-1.3855=0.0353$. The hole is deeper there than at coalescence, because the density near hydrogen is larger while the removed fraction stays close to one. A large density alone does not suffice: at the boron nucleus the density is 232.7 Å⁻³, but this hole is only −0.014 Å⁻³. At coalescence the whole same-spin density is removed, whereas at $0.6$ Å the removed fraction is $1.3855/1.4208=0.975$. Most of this removal is the found electron's own density. A product of the occupied orbitals without antisymmetry has the hole $-\sum_i\varphi_i(\mathbf r_1)^2\varphi_i(\mathbf r_2)^2/\rho_\sigma(\mathbf r_1)$; with Boys-localized orbitals it removes 0.970 at $0.6$ Å and 0.989 at coalescence, and with canonical orbitals 0.657 and 0.717. In neither product state is the removal at coalescence complete. Complete removal is not confined to coalescence: by (3) it occurs wherever the orbital values at $\mathbf r_2$ are proportional to those at $\mathbf r_1$. With only $\sigma$ orbitals occupied and $\mathbf r_1$ off the axis, this holds on the whole circle obtained by rotating $\mathbf r_1$ about the axis.

Equation (4) gives $C=0.476$ Å⁻⁵ along the axis in cc-pVTZ (larger bases give about 0.44, and the tabulated conditional densities move by up to 0.002 Å⁻³). At $s=0.1$ Å this predicts $0.476\times0.1^2=0.0048$ Å⁻³, twice the tabulated value, so the leading order does not suffice at that distance.

At much smaller shifts the law is visible. Averaging over shifts in both directions removes odd powers of $s$. Doubling the shift from 0.01 to 0.02 bohr then multiplies the conditional density by 4.01 along the axis and by 15.99 across it, in agreement with the $s^2$ and $s^4$ laws. Without the averaging the cubic term along the axis is still visible: the factor is 3.84 towards hydrogen and 4.17 towards boron.

Integrating $\rho_\sigma e$ over space and adding both spins gives $E_x=-112.56$ eV, or $-4.137$ hartree. This is the exchange energy of the restricted Hartree–Fock determinant in this basis; larger bases raise it by about 0.03 eV. The Coulomb correlation that would also keep opposite-spin electrons apart is absent from it. For the canonical orbitals the self terms $i=j$ make up $-106.75$ eV of the total. The restricted solution is not the lowest determinant for BH: an unrestricted one lies 0.0066 hartree lower, with $\langle S^2\rangle=0.48$ and $E_x=-113.25$ eV. The theorem holds for both.
